\section*{Capacitance Matrix of Lined Through-Silicon Vias from Cylindrical Harmonics}

\section{Result}

Take $N$ parallel metal cylinders of radii $a_i$, each in an oxide liner of outer radius $b_i$, standing in unbounded silicon. The liners do not overlap. Both dielectrics are lossless, with permittivities $\epsilon_o$ and $\epsilon_s$, and the field is two-dimensional and quasi-static. There is no substrate contact and the potential stays bounded at infinity, so the charges per length satisfy $\sum_i q_i=0$. Then $q=CV$, where $C$ is the upper left $N\times N$ block of
\begin{equation}
\begin{pmatrix}P&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}^{-1},\qquad
P=\frac{P_0+H^T(1-RK)^{-1}RH}{2\pi\epsilon_s}.
\label{result}
\end{equation}
$P_0$ describes line charges and liner drops, $H$ and $K$ carry harmonics from one via to another, and the diagonal matrix $R$ holds the response of a lined via to each harmonic:
\begin{equation}
R_n=\frac{1-Y_n}{1+Y_n},\quad
Y_n=\frac{\epsilon_o}{\epsilon_s}\,\frac{1+t_n}{1-t_n},\quad
t_n=\Big(\frac ab\Big)^{2n}.
\label{R}
\end{equation}
For equal vias with nearest centre distance $D$, the truncation error falls with order at an asymptotic exponential rate of at least $2\mu$, where $\cosh\mu=D/2b$; over a finite stretch of orders the rate can be lower.

\section{Two vias by hand}

Let $a=5$ and $b=5.5$ $\mu$m, with relative permittivities 3.9 and 11.7. Via 1, with charge $q$, is at the origin; via 2, with charge $-q$, is at $D=11.5$ $\mu$m on the $x$ axis. The silicon gap is $D-2b=0.5$ $\mu$m. Write $\lambda=q/(2\pi\epsilon_s)$ and $\beta=b/D$.

\subsection{Line charges}

At order zero each via acts on the silicon as a line charge. On the surface $r=b$ of via 1 the mean potential is $-\lambda\ln b+\lambda\ln D$, because the mean of a source-free potential over a circle is its value at the centre. The radial oxide field $q/(2\pi\epsilon_o r)$ adds the liner drop $\lambda(\epsilon_s/\epsilon_o)\ln(b/a)$. Hence
\begin{equation}
V_1=\lambda L_0,\qquad L_0=\frac{\epsilon_s}{\epsilon_o}\ln\frac ba+\ln\frac Db .
\end{equation}
By antisymmetry $V_2=-V_1$, so
\begin{equation}
C_{\rm pair}=\frac{q}{V_1-V_2}=\frac{\pi\epsilon_s}{L_0}.
\end{equation}
Here $L_0=3(0.0953)+0.7376=1.0235$ and $\pi\epsilon_s=0.32545$ fF/$\mu$m, which gives 0.3180 fF/$\mu$m.

\subsection{Response of the liner}

Via 2 also produces a non-uniform field at via 1. Let one harmonic in the silicon be $[c(r/b)^n+d(b/r)^n]\cos n\theta$, with $c$ incoming and $d$ outgoing. In the oxide the harmonic must vanish on the metal, so it is $\alpha[(r/b)^n-t_n(b/r)^n]\cos n\theta$. Continuity of the potential and of $\epsilon\,\partial\phi/\partial r$ at $r=b$ requires
\begin{align}
c+d&=\alpha(1-t_n),\\
\epsilon_s(c-d)&=\epsilon_o\alpha(1+t_n).
\end{align}
Division gives $c-d=Y_n(c+d)$, so $d(1+Y_n)=c(1-Y_n)$ and $d=R_nc$, which is (\ref{R}).

Three limits fix the meaning. With no liner, $t_n\to1$ and $R_n=-1$, as for metal. With $\epsilon_o=\epsilon_s$, $R_n=-t_n$, the response of metal of radius $a$ seen at radius $b$. At high $n$ the field does not reach the metal, and $R_n\to(\epsilon_s-\epsilon_o)/(\epsilon_s+\epsilon_o)=0.5$, the response of a solid oxide rod. For $\epsilon_o<\epsilon_s$ the sign therefore changes with order, provided the liner is thin enough that $R_1<0$. Setting $Y_n=1$ gives $t_n=(\epsilon_s-\epsilon_o)/(\epsilon_s+\epsilon_o)$, or
\begin{equation}
m^*=\frac{\ln[(\epsilon_s+\epsilon_o)/(\epsilon_s-\epsilon_o)]}{2\ln(b/a)}=3.64 .
\end{equation}
The first responses are $-0.556$, $-0.278$, $-0.090$, $0.044$, $0.142$ and $0.216$.

\subsection{One dipole on each via}

Let the outgoing dipole terms be $\mathrm{Re}\,d\,b/z$ and $\mathrm{Re}\,d_2b/(z-D)$. The potential is odd under $x\to D-x$, which turns the first into $-d\,b/(D-x)=d\,b/(x-D)$ on the axis; hence $d_2=d$. Near via 1,
\begin{align}
\lambda\ln|z-D|&=\lambda\ln D-\lambda\,\mathrm{Re}\frac zD+\dots,\\
\frac{d\,b}{z-D}&=-d\beta\Big(1+\frac zD+\dots\Big).
\end{align}
The coefficient of $z/b$ is $c=-\beta\lambda-\beta^2d$. With $d=R_1c$,
\begin{equation}
d=-\frac{R_1\beta\lambda}{1+R_1\beta^2}.
\end{equation}
The constant term $-d\beta$ adds to $V_1$, so
\begin{equation}
C_{\rm pair}=\frac{\pi\epsilon_s}{L_0+R_1\beta^2/(1+R_1\beta^2)} .
\end{equation}
Here $R_1\beta^2=-0.1272$, the correction is $-0.1458$, and $C_{\rm pair}=0.32545/0.8777=0.3708$ fF/$\mu$m. The converged value is 0.3765. One dipole cuts the relative error from 16\% to 1.5\%.

\section{Any number of vias}

Place the centres at complex positions $z_i$ and set $\lambda_i=q_i/(2\pi\epsilon_s)$. In the silicon
\begin{equation}
\phi=\phi_0+\mathrm{Re}\sum_j\Big[-\lambda_j\ln(z-z_j)+\sum_{m\ge1}d_{jm}\Big(\frac{b_j}{z-z_j}\Big)^m\Big].
\end{equation}
The length unit in the logarithm shifts $\phi_0$ by a multiple of $\sum_j\lambda_j=0$, so it has no effect. Near via $i$ put $w=z-z_i$ and $D_{ij}=z_i-z_j$. For $|w|<|D_{ij}|$,
\begin{align}
-\ln(D_{ij}+w)&=-\ln D_{ij}+\sum_{n\ge1}\frac{(-1)^n}{n}\Big(\frac w{D_{ij}}\Big)^n,\\
\frac1{(D_{ij}+w)^m}&=\frac1{D_{ij}^m}\sum_{n\ge0}(-1)^n\binom{m+n-1}{n}\Big(\frac w{D_{ij}}\Big)^n.
\end{align}
The incoming field is $\mathrm{Re}\sum_nc_{in}(w/b_i)^n$, with
\begin{equation}
c_{in}=\sum_{j\ne i}(-1)^n\frac{b_i^n}{D_{ij}^n}\Big[\frac{\lambda_j}n+\sum_m\binom{m+n-1}{n}\frac{b_j^m}{D_{ij}^m}d_{jm}\Big].
\end{equation}
On the circle $w=b_ie^{i\theta}$ the outgoing term is $\mathrm{Re}\,d_{in}e^{-in\theta}=\mathrm{Re}\,d_{in}^*e^{in\theta}$. Matching therefore gives $d_{in}^*=R_{in}c_{in}$, or $d_{in}=R_{in}c_{in}^*$.

Now scale $x_{in}=\sqrt n\,d_{in}$. Multiplying $c_{in}$ by $\sqrt n$ gives $\sqrt n\,c=Tx+G\lambda$. For $i\ne j$,
\begin{align}
T_{in,jm}&=\frac{(-1)^n(m+n-1)!}{(m-1)!(n-1)!\sqrt{mn}}\frac{b_i^nb_j^m}{D_{ij}^{m+n}},\\
G_{in,j}&=\frac1{\sqrt n}\Big(\frac{b_i}{D_{ji}}\Big)^n,
\end{align}
and the entries with $i=j$ vanish. Exchanging $(i,n)$ with $(j,m)$ changes the sign factor to $(-1)^m(-1)^{m+n}=(-1)^n$, so $T$ is symmetric. The relation $x=R(Tx+G\lambda)^*$ contains a conjugate, so stack real and imaginary parts:
\begin{equation}
K=\begin{pmatrix}\mathrm{Re}\,T&-\mathrm{Im}\,T\\-\mathrm{Im}\,T&-\mathrm{Re}\,T\end{pmatrix},\quad
H=\begin{pmatrix}\mathrm{Re}\,G\\-\mathrm{Im}\,G\end{pmatrix}.
\end{equation}
The stacked vector $X$ obeys $X=R(KX+H\lambda)$, so $X=(1-RK)^{-1}RH\lambda$.

The metal potential is the mean potential at the liner surface plus the liner drop. Its multipole part is $\mathrm{Re}\sum_{jm}d_{jm}(b_j/D_{ij})^m=\mathrm{Re}\sum_{jm}G_{jm,i}x_{jm}=(H^TX)_i$. The other parts give
\begin{equation}
(P_0)_{ii}=\frac{\epsilon_s}{\epsilon_o}\ln\frac{b_i}{a_i}-\ln b_i,\qquad (P_0)_{ij}=-\ln|D_{ij}| .
\end{equation}
Together, $V=Pq+\phi_0\mathbf 1$ with $P$ as in (\ref{result}). Joining this to $\mathbf 1^Tq=0$ and inverting gives $C$. Because $(1-RK)^{-1}R=R(1-KR)^{-1}$, $P$ is symmetric, and so is $C$. The last row of the bordered matrix times its inverse gives $\mathbf 1^TC=0$: raising all potentials together moves no charge.

The computation is then: choose an order $M$, fill $R$, $K$ and $H$ for $n,m\le M$, solve one real system of size $2NM$, and invert one of size $N+1$. Logarithms of factorials prevent overflow in $T$.

\section{What truncation does}

Truncation at $M$ sets $R_n=0$ for $n>M$, which means $Y_n=1$: the vias are transparent to those harmonics. This is still a problem with positive energy. Suppose it had a solution $\psi$ with $\lambda=0$. Since $\psi$ decays at infinity and no via carries net flux, and since $b\,\partial_r\psi_n=nY_n\psi_n$ on each circle,
\begin{equation}
\int|\nabla\psi|^2\,dA=-\sum_{i,n}nY_{in}\int_0^{2\pi}\psi_{in}^2\,d\theta\le0 .
\end{equation}
So $\psi=0$, and the truncated system is solvable for any $-1<R_{in}<1$. In particular it is solvable for all $R_{in}=\pm\tau$ with $0<\tau<1$. Hence $\pm1/\tau$ is never an eigenvalue of the symmetric matrix $K$, and $\|K\|\le1$. For bare metal, $R_{in}=-1$, the kept harmonics of $\psi$ vanish on the circle, their terms drop out of the sum, and the system is again solvable.

\subsection{Sign of each step}

Let the vias be equal and no $R_n$ vanish. Put $A_M=R^{-1}-K$. Replacing $R$ by $\tau R$ and lowering $\tau$ from 1 towards 0 never makes the matrix singular, so $A_M$ has as many negative eigenvalues as $R^{-1}$. Eliminating the old unknowns from $A_{M+1}$ leaves a block
\begin{equation}
S=R_{M+1}^{-1}-K_{22}-K_{21}A_M^{-1}K_{12},
\end{equation}
where 1 labels the old orders and 2 the new one. The eigenvalue signs of $A_{M+1}$ are those of $A_M$ and $S$ together, so $S$ is definite with the sign of $R_{M+1}$. The same elimination gives
\begin{equation}
P_{M+1}-P_M=\frac{g^TS^{-1}g}{2\pi\epsilon_s},\qquad g=H_2+K_{21}A_M^{-1}H_1 .
\label{step}
\end{equation}
For a pair $1/C_{\rm pair}=P_{11}+P_{22}-2P_{12}$. A metal-like order therefore cannot lower the capacitance and a rod-like order cannot raise it. For the 0.5 $\mu$m gap the values at orders 2, 3, 4 and 6 are 0.37625, 0.37664, 0.37659 and 0.37655 fF/$\mu$m: a rise up to order 3, then a fall, as $m^*=3.64$ requires.

This matters for stopping. For small $R_{M+1}$, $S^{-1}\approx R_{M+1}$, so the step near $m^*$ is small because the response is weak, whatever remains to be added. At order 4 the last step is 0.87 of the remaining error, against 4.1 at order 3 and 2.0 at order 5. A step is also small wherever $g$ nearly vanishes, and this happens beyond $m^*$: at order 13 the last step is only 0.0007 of the remaining error, which is then about $10^{-9}$. Summing several successive steps is safer but gives no bound; the sum of the last three falls to 0.44 of the remaining error at order 32.

\subsection{Rate for close pairs}

Let all liners have radius $b$ and let $D$ be the smallest centre distance. If the outgoing series of every via converges outside radius $s$, the incoming field is regular within $D-s$. Its coefficients then fall at least as fast as $[b/(D-s)]^n$, up to factors slower than exponential. Since $|R_n|\le1$, the outgoing series converges outside
\begin{equation}
s'=\frac{b^2}{D-s}.
\end{equation}
Starting from $s=b$, repetition lowers $s$ to the smaller root of $s(D-s)=b^2$:
\begin{equation}
s=\frac D2-\sqrt{\frac{D^2}4-b^2}=b(\cosh\mu-\sinh\mu)=be^{-\mu}.
\end{equation}
Thus $d_m$ falls at a rate of at least $\mu$. Now let block 2 contain all omitted orders. The exact tail is $X_2=S^{-1}g\lambda$, so by (\ref{step}) the error of $\lambda^TP\lambda$ is $X_2^TSX_2/(2\pi\epsilon_s)$, quadratic in the tail. The entries of $K$ are at most $\frac12(2b/D)^{m+n}$ in size, so $K$ is compact for $D>2b$; with the uniqueness shown above, this keeps $A_M^{-1}$ bounded as $M$ grows, and with it the part of $S$ that contains $K$. The other part gives $X_2^TR^{-1}X_2$, a sum of products of outgoing and incoming coefficients, which both fall at a rate of at least $\mu$. The error rate is then at least $2\mu$. At the 0.5 $\mu$m gap $2\mu=0.601$ per order. The measured rates are 0.647 for bare metal (orders 10 to 25) and 0.928 for lined vias (orders 8 to 20). For the pair the bare rate falls steadily towards $2\mu$ at higher order, reaching 0.616 over orders 60 to 70; in close arrays of bare cylinders a stretch of orders can fall below $2\mu$, for example 0.51 over orders 25 to 35 for seven cylinders in a hexagon at this gap. The lined rate depends on the window: over ten orders at a time it varies between 0.3 and 1.15 from order 10 to 70, with mean 0.73, so $2\mu$ bounds the envelope of the error and not each stretch of orders.

The table gives the order from which the relative error of the pair capacitance stays below $10^{-6}$. The bare cylinders have the liner's outer radius, 5.5 $\mu$m, and the same silicon gap.
\begin{center}
\begin{tabular}{cccc}
gap ($\mu$m) & lined & bare & lined $C_{\rm pair}$ (fF/$\mu$m)\\
9 & 3 & 5 & 0.2124\\
2 & 7 & 10 & 0.3165\\
0.5 & 8 & 21 & 0.3765\\
0.1 & 9 & 48 & 0.4000
\end{tabular}
\end{center}
At small gaps much of the difference comes from repeated reflection. Expand $(1-RK)^{-1}$ in powers of $RK$. Starting from the central line charges, the $k$th reflection places sources within $s_k=b\sinh(k\mu)/\sinh[(k+1)\mu]$, so the slowly converging sources near $be^{-\mu}$ need many reflections. For these lined vias each reflection costs a factor of at most 0.556, since $\|K\|\le1$; for bare metal $|R_n|=1$ and that factor is absent. This bound explains only part of the table: a constant $R_n=-0.556$ would need 13 and 19 orders at the gaps of 0.5 and 0.1 $\mu$m. The positive sign above $m^*$ is enough for the rest: $R_n=-0.556$ up to $n=3$ and $+0.5$ above gives 8 and 9 orders, as in the table. The weak responses alone, with every $R_n$ replaced by $-|R_n|$, give 9 and 11.

At contact the two cases part. For bare metal $C_{\rm pair}=\pi\epsilon_s/\operatorname{arccosh}(1+g/2b)$ at gap $g$, which grows as $\pi\epsilon_s\sqrt{b/g}$. Lined vias stay finite: raising $\epsilon_s$ cannot lower the capacitance, and as $\epsilon_s\to\infty$ the two liners are left in series. With $2\pi\epsilon_o/\ln(b/a)=2.276$ fF/$\mu$m each, $C_{\rm pair}\le1.138$ fF/$\mu$m. Between gaps of 0.01 and 0.001 $\mu$m it moves from 0.4059 to 0.4065, while the bare value grows 3.16 times.

\section{A three by three array}

With the same vias at 20 $\mu$m pitch and 100 $\mu$m length, the centre via has $C_{ii}=0.425$ fF/$\mu$m, or about 40 fF. Its mutual capacitance $-C_{ij}$ is 0.0845 fF/$\mu$m (about 8 fF) to each edge via and 0.02175 fF/$\mu$m (about 2 fF) to each corner via. The zero row sum can be read off: $4(0.0845)+4(0.02175)=0.425$. An isolated pair at this pitch has 0.212 fF/$\mu$m. That number does not replace 0.0845, which is the size of the charge induced on the centre via per volt on one edge via, with the centre via and the other seven held at one common potential.

Relative to the largest matrix entry, the largest error is 4.7\% at order 0, 0.24\% at order 1 and $5\times10^{-5}$ at order 2. The weak mutual entries are much less accurate on their own scale: entry by entry the largest relative error is 135\%, 5.6\% and 0.14\% at these orders. A separate solution, with unknown charge densities on all metal and liner surfaces and no harmonic expansion about the vias, differs from the order-12 matrix by $4\times10^{-7}$ on the same scale. The numerical output lists some further entries.

\section{Against real vias}

The dimensions are rough typical values for radio-frequency vias in a high-resistivity silicon interposer; silicon gaps below a few micrometres are far from typical and serve to test convergence. The assumption to examine first is lossless silicon, which needs frequencies well above $1/(2\pi\rho\epsilon_s)$ for resistivity $\rho$. That is 0.15 GHz at 1000 $\Omega\,$cm, and at 10 GHz conduction then shifts the isolated-pair capacitance at 20 $\mu$m pitch by 0.004\%, with a loss tangent of 0.012. At 10 $\Omega\,$cm the limit is 15 GHz; the shift at 10 GHz is 33\% and the loss tangent 0.83, so the lossless matrix should not be used there. These figures take the conductivity as uniform up to the liner and ignore any depletion layer. A uniform carrier sheet at the liner, with a rough $10^{11}$ cm$^{-2}$ and 500 cm$^2$/Vs, shifts the lossless result for the same pair by 0.01\% at 10 GHz, with a loss tangent of 0.0015. The effect grows with density and closeness: at $10^{12}$ cm$^{-2}$ the shift is 0.6\% at 20 $\mu$m pitch and about 7\% at the 0.5 $\mu$m gap. Finite length can matter more: for uniformly charged filaments in unbounded silicon it lowers the silicon part of the potential difference of an isolated pair at 20 $\mu$m pitch by about 10\%. That is an upper estimate for vias that end at the wafer faces: with image charges for a 100 $\mu$m slab, the same filament model raises the pair capacitance by about 5\% with oxide outside and 1.5\% with air, before wiring at the ends is counted. Weak mutual capacitances in the array, which depend on more distant vias, change by a much larger fraction: in this rough model, with the total charge still held at zero, the opposite-corner value rises by about 90\% in unbounded silicon and about 13\% with air outside. Finite vias need not be neutral, and with a ground at infinity the same entry falls instead, by about 30\% and 40\%. Grounded substrate contacts break the neutrality condition and call for a further conductor in the model. The wavelength in silicon at 10 GHz is 8.8 mm, far above the via length. With 1 V between the metals of the pair with the 0.5 $\mu$m silicon gap, the peak oxide field is 0.009 MV/cm, about a thousandth of a rough breakdown field of 10 MV/cm.

\section*{Calculated quantities}
\begin{verbatim}
metal radius 5.0 um, liner 0.5 um, pitch 20.0 um, length 100.0 um
relative permittivity: oxide 3.9, silicon 11.7
matched-liner unequal pair: 0.376960, closed form 0.376960 fF/um
unequal triple, difference from surface-charge solver: 8.5e-09
responses R_1..R_6: -0.5563 -0.2779 -0.0898 0.0437 0.1418 0.2157
sign change at order m* = 3.636; high-order limit 0.5000
array, difference from surface-charge solver: 3.6e-07
centre self: 0.42500 fF/um = 42.500 fF per via length
edge self: 0.38363 fF/um = 38.363 fF per via length
corner self: 0.32262 fF/um = 32.262 fF per via length
centre-edge mutual: 0.08450 fF/um = 8.450 fF per via length
corner-edge mutual: 0.11625 fF/um = 11.625 fF per via length
centre-corner mutual: 0.02175 fF/um = 2.175 fF per via length
opposite-corner mutual: 0.00950 fF/um = 0.950 fF per via length
array truncated at order 0: largest error / largest entry 4.7e-02
array truncated at order 1: largest error / largest entry 2.4e-03
array truncated at order 2: largest error / largest entry 4.7e-05
array truncated at order 4: largest error / largest entry 2.9e-07
pair with silicon gap 0.5 um, capacitance by order (fF/um):
  order 0: 0.3179685, error -1.56e-01
  order 1: 0.3707896, error -1.53e-02
  order 2: 0.3762503, error -7.78e-04
  order 3: 0.3766366, error 2.48e-04
  order 4: 0.3765933, error 1.33e-04
  order 6: 0.3765480, error 1.26e-05
  order 10: 0.3765433, error 2.04e-08
  converged: 0.3765433 fF/um
  last step / remaining error at order 4: 0.866
  difference from surface-charge solver: 8.9e-16
  decay per order: 2 mu 0.6008, bare 0.6467, lined 0.9277
orders for error below 1e-6 (lined, bare metal of liner radius):
  gap 9.0 um: 3, 5; ln(1e6)/(2 mu) = 5.7; lined C 0.21243 fF/um
  gap 2.0 um: 7, 10; ln(1e6)/(2 mu) = 11.6; lined C 0.31646 fF/um
  gap 0.5 um: 8, 21; ln(1e6)/(2 mu) = 23.0; lined C 0.37654 fF/um
  gap 0.1 um: 9, 48; ln(1e6)/(2 mu) = 51.3; lined C 0.39996 fF/um
gap 0.01 -> 0.001 um: lined C 0.40589 -> 0.40650 fF/um, bare grows by factor 3.162
isolated pair at array pitch: 0.21243 fF/um; one liner: 2.27643 fF/um
1000 ohm cm: relaxation 0.154 GHz; at 10 GHz C shift 0.004 %, loss tangent 0.0122
10 ohm cm: relaxation 15.363 GHz; at 10 GHz C shift 33.267 %, loss tangent 0.8314
carrier sheet 1e+11 cm^-2, 500 cm2/Vs: at 10 GHz C shift 0.010 %, loss tangent 0.0015
finite length, change of silicon potential difference: -10.5 %
wavelength in silicon at 10 GHz: 8765 um
0.5 um gap at 1 V: peak oxide field 0.00900 MV/cm, peak normal silicon field 0.00277 MV/cm
\end{verbatim}
